# When a photoelectron intensity ratio fits two film thicknesses, part 2

A uniform film of thickness $d$ on a deep substrate is examined by photoemission at angle $\theta$ from the surface normal. Line B comes from the film alone. Line A is the reference. Can one measured ratio $R=I_B/I_A$ fit more than one thickness?

Lengths are in nanometres. Electrons travel straight, with exponential attenuation. The attenuation lengths are $L_B$ and $L_A$ in the film and $L_A'$ for line A in the substrate. Emitter densities are $n_B$, $n_A$ (film) and $n_A'$ (substrate). The sensitivities are $S_B$, $S_A$, and their ratio stays fixed under tilt. With

$$
x=\frac{d}{L_B\cos\theta},\qquad k=\frac{L_B}{L_A},
$$

$$
R_\infty=\frac{S_B n_B L_B}{S_A n_A' L_A'},\qquad
c=\frac{n_A L_A}{n_A' L_A'} ,
$$

and $r=R/R_\infty$, the thickness equation is

$$
r=f(x)=\frac{1-e^{-x}}{c+(1-c)e^{-kx}} .
$$

A clean line A comes from the substrate alone ($c=0$). It gives exactly one thickness for every $r>0$, and a small error $\delta r$ shifts it by

$$
\delta d=\frac{L_B\cos\theta}{k+1/(e^x-1)}\;\frac{\delta r}{r}.
$$

A shared line A comes from film and substrate ($c>0$). If $c>1$ and $k<1$, $f$ starts at zero and approaches $1/c$ from above, so it must pass through a maximum.

The shared-line example has $L_B=1.5$ nm, $L_A=3.0$ nm, $L_A'=2.4$ nm and a measured $R=0.2600$ at normal emission.

The computed results at the end also list two clean-line cases at normal emission. One, with the same $L_B$ and $L_A$ and $r=2$, compares the solution with the equal-length estimates $L_B\ln(1+r)$ and $L_A\ln(1+r)$. The other iterates

$$
x=T(x),\qquad T(x)=\ln\left[1+re^{(1-k)x}\right]
$$

from zero. It ends by alternating between two false values, which are not film thicknesses.

### The sign of the slope

To count solutions we must know that there is one maximum and no further turning point. Let

$$
D(x)=c+(1-c)e^{-kx}=c\left(1-e^{-kx}\right)+e^{-kx} .
$$

The second form shows that $D>0$. Its derivative is $D'=k(c-1)e^{-kx}$. The quotient rule gives

$$
f'(x)=\frac{e^{-x}D-\left(1-e^{-x}\right)k(c-1)e^{-kx}}{D^2} .
$$

Multiply the numerator by the positive factor $e^{(1+k)x}$. The first term becomes $e^{kx}D=ce^{kx}-(c-1)$. The second becomes $k(c-1)(e^x-1)$. Therefore

$$
f'(x)=\frac{e^{-(1+k)x}}{D^2}\,g(x),\qquad
g(x)=ce^{kx}-(c-1)-k(c-1)\left(e^x-1\right).
$$

The slope of $f$ has the sign of $g$. At the origin $g(0)=c-(c-1)=1$, so every curve starts by rising. The derivative of $g$ is

$$
g'(x)=k\left[ce^{kx}-(c-1)e^x\right].
$$

Three cases cover all positive $c$ and $k$.

**Case 1: $0<c\le1$.** Here $-(c-1)\ge0$, so both terms in the bracket are non-negative. Then $g\ge1$, and $f$ rises throughout.

**Case 2: $c>1$ and $k\ge1$.** Now $e^{kx}\ge e^x$, so the bracket is at least $ce^x-(c-1)e^x=e^x$. Again $g$ rises from 1, and $f$ rises throughout.

**Case 3: $c>1$ and $k<1$.** The bracket is positive as long as $e^{(1-k)x}<c/(c-1)$, that is, for $x$ below

$$
x_0=\frac{1}{1-k}\,\ln\frac{c}{c-1}.
$$

Beyond $x_0$ it is negative. So $g$ first rises from 1 and then falls. It falls to minus infinity, because $e^x$ outgrows $e^{kx}$. It therefore crosses zero once, at a point $x_*>x_0$. The ratio rises up to $x_*$ and falls afterwards.

### Counting the solutions

For $c>0$ the function starts at $f(0)=0$ and tends to $1/c$. In cases 1 and 2 it rises towards this limit without reaching it. There is one solution for $0<r<1/c$ and none for $r\ge1/c$.

In case 3, let $f_*=f(x_*)$. The rising branch takes every value from 0 to $f_*$ once. The falling branch takes every value between $f_*$ and $1/c$ once, but it does not reach $1/c$. The count is then:

- one solution for $0<r\le1/c$;
- two solutions for $1/c<r<f_*$;
- one solution for $r=f_*$;
- none for $r>f_*$.

The thickness equation thus has more than one solution if and only if

$$
c>1,\qquad k<1,\qquad \frac1c<r<f_* .
$$

In terms of the materials, $n_AL_A>n_A'L_A'$ and $L_A>L_B$. In terms of the measurement, $R$ lies between $R_\infty/c$ and $R_\infty f_*$. Unequal attenuation lengths are necessary but not sufficient.

These counts were also tested numerically. Curves were built by accumulating the emission over depth, for $k$ from 0.4 to 3 and $c$ from 0 to 3, and their crossings with chosen levels of $r$ were counted. All 75 counts agreed, as the numerical output records.

### Special cases and the size of the effect

For $c=1$ the A intensity does not change with thickness, and $r=1-e^{-x}$. For $k=1$ the equation $r[c+(1-c)e^{-x}]=1-e^{-x}$ is linear in $e^{-x}$. Collecting terms gives $e^{-x}[1-(c-1)r]=1-cr$, and hence

$$
x=\ln\frac{1-(c-1)r}{1-cr}\qquad(k=1,\ r<1/c).
$$

For $c=0$ this returns $\ln(1+r)$.

In case 3 the window of double solutions closes as either condition approaches its limit. For $c>1$ we have $D\ge1$ and $1-e^{-x}<1$. The height of the maximum above the final value is therefore bounded by

$$
f_*-\frac1c<\frac{1}{D(x_*)}-\frac1c
=\frac{c-D(x_*)}{c\,D(x_*)}
\le\frac{c-1}{c}\,e^{-kx_*},
$$

where $c-D=(c-1)e^{-kx}$ was used. As $k\to1$ from below at fixed $c$, or as $c\to1$ from above at fixed $k$, the point $x_0$ moves to infinity. The maximum lies beyond it, so the bound tends to zero. At $x_0$ we have $ce^{-x_0}=(c-1)e^{-kx_0}$, so $c(1-e^{-x_0})=D(x_0)$ and $f(x_0)=1/c$ exactly. Both solutions in the window therefore lie beyond $x_0$. Just past the threshold, the pair exists in the equation, but both members belong to very thick films and to a very narrow range of ratios.

The same inequalities give $f<1$ for all $c>1$. A measured $R\ge R_\infty$ with such a film contradicts the model or its calibration.

### The example worked out

The model parameters are $L_B=1.5$ nm, $L_A=3.0$ nm and $L_A'=2.4$ nm. The film holds 20 B emitters and 40 A emitters per nm³, and the substrate holds 25 A emitters per nm³. The sensitivities are equal. Then

$$
k=\frac{1.5}{3.0}=0.5,\qquad
c=\frac{40\times3.0}{25\times2.4}=2,\qquad
R_\infty=\frac{20\times1.5}{25\times2.4}=0.5 .
$$

Both conditions for a double solution hold. For $k=1/2$ the equation can be solved in closed form. Put $v=e^{-x/2}$, so that $e^{-x}=v^2$ and $0<v<1$ for a film of positive thickness. Then $r[c-(c-1)v]=1-v^2$, or

$$
v^2-r(c-1)v+rc-1=0 .
$$

The product of the two roots is $rc-1$. For $r<1/c$ it is negative, so one root is negative and has no physical meaning. As $r$ passes $1/c$, the second root becomes positive. It enters at $v=0$, which is infinite thickness.

With $c=2$ the equation is $v^2-rv+2r-1=0$. The roots merge at the maximum of $f$, where the discriminant vanishes:

$$
r^2-4(2r-1)=r^2-8r+4=0,\qquad r=4-2\sqrt3=0.5359 .
$$

The other root of this condition, $4+2\sqrt3$, exceeds 1 and is excluded by $f<1$. At the merger $v=r/2$, so $x_*=-2\ln(r/2)=2.6339$. At normal emission this is $1.5\times2.6339=3.951$ nm. The window of double solutions is $0.5000<r<0.5359$. Its upper edge lies 7.2% above its lower edge.

The measured $R=0.2600$ gives $r=0.2600/0.5=0.52$, inside the window. The discriminant is

$$
(0.52)^2-4\,(2\times0.52-1)=0.2704-0.1600=0.1104,
$$

and the roots are

$$
v=\frac{0.52\pm\sqrt{0.1104}}{2}=0.42613\ \ \text{or}\ \ 0.09387 .
$$

Since $d=xL_B=-2L_B\ln v=-(3.0\ \text{nm})\ln v$, the thicknesses are 2.559 nm (48.36 bohr) and 7.098 nm (134.13 bohr).

The separate intensities show how the two films share one ratio. The B signal is proportional to $1-v^2$, which is 0.818 for the thin film and 0.991 for the thick one. The A signal is proportional to $2-v$, which is 1.574 and 1.906. Both signals are larger by the same factor, 1.21, for the thick film. The ratio cannot see this common factor, but an intensity measured against a reference sample under the same conditions can.

### Errors near the maximum

At $x_*$ the slope of $f$ vanishes. Its second derivative there is a positive factor times $g'(x_*)$, because the terms containing $g(x_*)$ drop out. Since $x_*>x_0$, this is negative. Close to the maximum,

$$
r\approx f_*-\tfrac12|f''(x_*)|(x-x_*)^2,\qquad
x-x_*\approx\pm\sqrt{\frac{2(f_*-r)}{|f''(x_*)|}} .
$$

The two solutions separate as a square root. A small error in $r$ there causes a much larger error in thickness than the linear rule for a clean line would suggest.

A second difficulty concerns the final value. If the uncertainty interval of $r$ contains $1/c$ in its interior, all sufficiently thick films are compatible with the data, because $f$ tends to $1/c$. The measurement then gives at best a lower bound on the thickness. In the example the whole window is only 7.2% wide, so an error of a few per cent in $r$ can already lead to this situation.

### Tilting the sample selects the solution

The ratio depends on $d$ and $\theta$ through $x=d/(L_B\cos\theta)$ alone. Tilting the sample away from normal emission therefore acts like thickening the film. For a small angle in radians, $1/\cos\theta\approx1+\theta^2/2$, and if $x$ now denotes the value at normal emission,

$$
R(\theta)-R(0)\approx R_\infty f'(x)\,x\,\frac{\theta^2}{2}.
$$

On the thin branch $f'>0$ and the ratio rises. On the thick branch $f'<0$ and it falls.

At $45^\circ$ the thin film of the example gives $R=0.2677$, which is 3.0% above 0.2600. The thick film gives $R=0.2542$, which is 2.2% below. The decision compares two measured ratios, so both errors count. With an independent random error of one per cent in each, the relative change is uncertain by about 1.4%. The fall of 2.2% is then only about 1.6 standard deviations. Judged by the sign of the change alone, the thick film is misassigned about one time in twenty and the thin film about one time in fifty. With half a per cent in each, the uncertainty is about 0.7%, and the fall is about three times as large.

For larger tilts the thin film also passes the maximum. This happens when $x/\cos\theta=x_*$. With $x=2.559/1.5=1.706$, we get $\cos\theta=1.706/2.6339=0.648$, or $\theta\approx50^\circ$. Its ratio then falls too, so one may ask whether the two films can become indistinguishable again. In this example they cannot. Let $v_1>v_2$ be the two roots and $s=1/\cos\theta$. Tilting replaces each $v_i$ by $w_i=v_i^s$. With $c=2$ and $k=1/2$, the difference of the two ratios is

$$
\frac{1-w_1^2}{2-w_1}-\frac{1-w_2^2}{2-w_2}
=\frac{(w_1-w_2)\,h}{(2-w_1)(2-w_2)},\qquad
h=1-2(w_1+w_2)+w_1w_2 .
$$

This follows by cross-multiplying and taking out $w_1-w_2$. At $s=1$ the ratios are equal, so $h=0$. Since $dw_i/ds=w_i\ln v_i$,

$$
\frac{dh}{ds}=-w_1(2-w_2)\ln v_1-w_2(2-w_1)\ln v_2>0,
$$

because both logarithms are negative. Hence $h>0$ for every $s>1$, and the thin film keeps the larger ratio at every tilt. The difference does shrink at grazing emission, where both ratios approach $R_\infty/c=0.25$.

### Avoiding the ambiguity, and where the model fails

The conditions point to three remedies. A substrate line from an element absent from the film restores $c=0$. The same is achieved if a chemical shift lets the substrate part of line A be measured separately. A third choice is another line of element A with $L_A\le L_B$. This gives $k\ge1$, and then there is at most one solution for any $c$. Where the attenuation length grows with kinetic energy, that means a line of lower kinetic energy.

The tilt test relies on straight paths. Elastic scattering bends the paths and makes the effective attenuation lengths depend on depth and angle, most seriously at grazing emission. The ratio is then no longer a function of $d/\cos\theta$ alone.

A contamination layer of thickness $t$ can also disturb the test. Let $\Lambda_B$ and $\Lambda_A$ be the attenuation lengths of the two lines in it. Each line is weakened by its own exponential, so the ratio is multiplied by

$$
\exp\left[-\frac{t}{\cos\theta}\left(\frac1{\Lambda_B}-\frac1{\Lambda_A}\right)\right].
$$

At a fixed angle this factor does not depend on $d$. If it is known, $R$ can be corrected and the count of solutions stands. Under tilt the factor changes. When $\Lambda_B<\Lambda_A$ it lowers the ratio, which can make a thin film look like the thick solution. With $\Lambda_B=1.5$ nm and $\Lambda_A=3.0$ nm, a layer of only 0.21 nm cancels the 3.0% rise of the thin film at $45^\circ$. The contamination must then be removed or included before the direction of change is interpreted.

Interdiffusion, a rough interface or an uneven film changes the depth integrals themselves. For a clean line, uniqueness survives as long as added thickness raises the B signal and lowers the A signal. The same holds for a shared line if its total A signal falls as the film thickens. If that signal rises, the argument no longer applies, and the solutions must be counted again with the actual depth profile.

## Computed results

```
L_B in film = 1.5 nm
L_A in film = 3.0 nm
L_A in substrate = 2.4 nm
density of B emitters in film = 20 nm^-3
density of A emitters in film = 40 nm^-3
density of A emitters in substrate = 25 nm^-3
k = 0.500 (dimensionless)
c = 2.000 (dimensionless)
R_inf = 0.500 (dimensionless)
solution-count tests passed = 75 (count)
shared line: x at maximum = 2.6339 (dimensionless)
shared line: d at maximum, normal emission = 3.951 nm
shared line: lower edge of window in r = 0.5000 (dimensionless)
shared line: upper edge of window in r = 0.5359 (dimensionless)
shared line: chosen r = 0.520 (dimensionless)
shared line: corresponding R = 0.2600 (dimensionless)
shared line: discriminant = 0.1104 (dimensionless)
shared line: v, thin root = 0.42613 (dimensionless)
shared line: v, thick root = 0.09387 (dimensionless)
shared line: thin solution = 2.559 nm
shared line: thin solution = 48.36 bohr
shared line: thick solution = 7.098 nm
shared line: thick solution = 134.13 bohr
tilt angle = 45 degrees
R at tilt, thin solution = 0.2677 (dimensionless)
R at tilt, thick solution = 0.2542 (dimensionless)
clean line: chosen r = 2.000 (dimensionless)
clean line: unique thickness = 2.644 nm
clean line: unique thickness = 49.97 bohr
clean line: estimate with both lengths L_B = 1.648 nm
clean line: estimate with both lengths L_A = 3.296 nm
iteration case: L_B = 3.0 nm
iteration case: L_A = 1.0 nm
iteration case: k = 3.000 (dimensionless)
iteration case: r = 40.206 (dimensionless)
iteration case: true thickness = 4.000 nm
iteration case: true x = 1.3333 (dimensionless)
iteration case: stability limit in x = 0.6931 (dimensionless)
iteration case: slope at root = -1.4728 (dimensionless)
iteration case: lower false value = 0.0776 nm
iteration case: upper false value = 11.0045 nm
```
